**Direct electromigration force on a screened ion: numerical tests**

An ion of charge $Z$ in a current-carrying jellium feels the force $(Z-K)\mathbf E$, where $\mathbf E$ is the mean field and $K$ is the part of the screening cloud's force that reaches the ion. For diffusive electrons the program computes $K$ from the definition of the force, using a self-consistent induced density. It asserts agreement with the energy integral and with $Z-K=4\pi\bar np$, where $\bar n$ is the electron density far away and $p$ the dipole strength of the electrochemical potential. It also asserts the momentum ledger, the lower bound on $Z-K$ for a positive ion, and the fall of $Z-K$ towards zero as the surrounding metal is diluted. For a weak ion with any mean free path, it asserts that the kinetic factor $G$ agrees with a momentum-grid solution of the Boltzmann equation, and that the wind term agrees with the Born transport cross-section up to $2k_F$. At the density and resistivity of liquid mercury (rough values), a soft model ion of charge 1 has a direct valence of 0.96, a wind valence of −0.33 and a total of 0.63. Exchange in the screening lowers the total to 0.48, so these are model values and not predictions for a particular solute.

## Verification by program

```python
# RESULT UNDER TEST: an ion of charge Z in a current-carrying metal feels the
# force (Z - K) E, although its screening cloud holds exactly Z electrons.
# K, the share of the cloud's force handed to the ion, starts at order Z^2.
# Diffusive electrons, any Z:  K = int n0 |grad chi|^2,  Z - K = 4 pi nbar p,
#   div(n0 grad chi) = d n0/dz,  chi -> p cos(theta)/r^2 far away.
# Kinetic electrons, weak ion: K = int q^2 |dn_q|^2 G(q l) dq / (6 pi^2 nbar),
#   G(a) = a^2 L / (3 (1 - L)),  L = arctan(a)/a,  l = mean free path.
# n0: equilibrium density, nbar: density far away, dn = n0 - nbar.
# Hartree atomic units inside; the force on one electron is +1 along z.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.special import erf, expit

pi = np.pi
bohr = sc.physical_constants["Bohr radius"][0]
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]


def tridiagonal(lower, diag, upper, rhs):
    """lower[i] multiplies x[i-1], upper[i] multiplies x[i+1] in row i."""
    bands = np.zeros((3, len(diag)), dtype=np.result_type(diag, rhs))
    bands[0, 1:] = upper[:-1]
    bands[1] = diag
    bands[2, :-1] = lower[1:]
    return solve_banded((1, 1), bands, rhs)


def dipole_solve(r, h, w_in, w_out, w_node, sink, source):
    """Radial part g of g(r)cos(theta): (r^2 w g')' - 2 w g - sink g = source."""
    c_in = (r - h / 2) ** 2 * w_in / h
    c_out = (r + h / 2) ** 2 * w_out / h
    diag = -(c_in + c_out) - 2 * w_node * h - sink * h
    lower, upper, rhs = c_in.copy(), c_out.copy(), source * h
    lower[-1], diag[-1], rhs[-1] = -(r[-2] / r[-1]) ** 2, 1.0, 0.0
    return tridiagonal(lower, diag, upper, rhs)


def diffusive_ion(Z, nbar, s, points=12000):
    """Nonlinear Thomas-Fermi cloud of a Gaussian ion, then its current response."""
    kF = (3 * pi**2 * nbar) ** (1 / 3)
    EF = kF**2 / 2
    R = 30 / np.sqrt(4 * kF / pi)
    h = R / points
    r = h * np.arange(1, points + 1)
    ion = Z * np.exp(-r**2 / (2 * s**2)) / (2 * pi * s**2) ** 1.5
    y = np.zeros(points)                      # y = r * electron potential energy
    ones = np.ones(points) / h**2
    for _ in range(100):
        kin = np.maximum(EF - y / r, 0)
        n0 = (2 * kin) ** 1.5 / (3 * pi**2)
        dos = np.sqrt(2 * kin) / pi**2
        ypad = np.concatenate(([0.0], y, [0.0]))
        res = (ypad[2:] - 2 * y + ypad[:-2]) / h**2 - 4 * pi * r * (ion - n0 + nbar)
        step = tridiagonal(ones, -2 * ones - 4 * pi * dos, ones, -res)
        y = y + step
        if np.max(np.abs(step)) < 1e-8:
            break
    else:
        raise RuntimeError("screening iteration did not converge")
    kin = np.maximum(EF - y / r, 0)
    n0 = (2 * kin) ** 1.5 / (3 * pi**2)
    dos = np.sqrt(2 * kin) / pi**2
    npad = np.concatenate(([n0[0]], n0, [nbar]))
    n_in, n_out = (npad[:-2] + n0) / 2, (npad[2:] + n0) / 2
    g = dipole_solve(r, h, n_in, n_out, n0, 0 * r, r**2 * (n_out - n_in) / h)
    p = g[-1] * r[-1] ** 2
    dg = np.gradient(g, h, edge_order=2)
    # self-consistent Hartree potential f of the current-induced density
    one = np.ones(points)
    f = dipole_solve(r, h, one, one, one, 4 * pi * r**2 * dos,
                     -4 * pi * r**2 * dos * g)
    induced = dos * (g - f)
    slope_ion = Z * (erf(r / (np.sqrt(2) * s)) / r**2
                     - np.sqrt(2 / pi) / s * np.exp(-r**2 / (2 * s**2)) / r)
    tail = 8 * pi / 3 * nbar * p**2 / R**3
    dn = n0 - nbar
    return dict(
        cloud=4 * pi * trapezoid(r**2 * dn, r),
        K_force=4 * pi / 3 * trapezoid(r**2 * induced * slope_ion, r),
        K_energy=4 * pi / 3 * trapezoid(n0 * (r**2 * dg**2 + 2 * g**2), r) + tail,
        Zd=4 * pi * nbar * p,
        friction=4 * pi * trapezoid(r**2 * (dn - n0 * (dg + 2 * g / r) / 3), r),
        surface=4 * pi / 3 * nbar * r[-1] ** 2 * g[-1],
        bound=4 * pi * nbar * trapezoid(r**2 * dn / n0, r),
        peak=dn[0] / nbar)


def G(a):
    if a < 1e-3:
        return 1 + 4 * a**2 / 15
    L = np.arctan(a) / a
    return a**2 * L / (3 * (1 - L))


def kinetic_G(a):
    """G from the field-odd density response, kinetic equation on a momentum grid.
    Transverse momenta are integrated out; units pF = mass = tau = 1."""
    T, mu, F = 0.01, 0.5, 1e-3
    mom = np.linspace(-1.6, 1.6, 16001)
    dp = mom[1] - mom[0]
    f0 = T * np.logaddexp(0, (mu - mom**2 / 2) / T)
    A = expit((mu - mom**2 / 2) / T)
    N = A.sum() * dp
    one = np.ones_like(mom)
    dens = []
    for field in (F, -F):
        off = field / (2 * dp) * one
        fbar = tridiagonal(-off, one, off, f0)
        diag = 1 + 1j * a * mom
        X = tridiagonal(-off, diag, off, 1j * a * np.gradient(fbar, dp))
        Y = tridiagonal(-off, diag, off, A.astype(complex))
        dens.append(X.sum() * dp / (1 - Y.sum() * dp / N))
    chi = (dens[0] - dens[1]) / (2 * F * N)
    return chi.imag * a / 3


# ---- inputs: rough typical values for liquid mercury, and a soft model ion
mass_density, molar_mass, valence = 13.5e3, 0.2006, 2     # kg/m3, kg/mol
resistivity, heat_cond, temperature = 95e-8, 8.0, 293.0   # ohm m, W/(m K), K
current_density, capillary_radius = 1e7, 1e-4             # A/m2, m
Z, width = 1.0, 0.08e-9                                   # ion charge, m
n_SI = valence * mass_density / molar_mass * sc.N_A
tau_SI = sc.m_e / (n_SI * sc.e**2 * resistivity)
nbar, s = n_SI * bohr**3, width / bohr
kF = (3 * pi**2 * nbar) ** (1 / 3)
k2 = 4 * kF / pi
vF_SI = sc.hbar * kF / bohr / sc.m_e
mfp = vF_SI * tau_SI / bohr
EF_eV = kF**2 / 2 * hartree_eV

# ---- diffusive electrons: force from its definition against derived formulas
ion = diffusive_ion(Z, nbar, s)
assert abs(ion["cloud"] - Z) < 1e-3
assert abs(ion["K_force"] - ion["K_energy"]) < 1e-3
assert abs(Z - ion["K_force"] - ion["Zd"]) < 1e-3
assert abs(ion["K_force"] + ion["friction"] + ion["surface"] - Z) < 1e-3
assert abs(ion["friction"] - 2 * ion["surface"]) < 1e-3
assert 0 < ion["bound"] < ion["Zd"] < Z

plus, minus = diffusive_ion(0.1, nbar, s), diffusive_ion(-0.1, nbar, s)
assert 0 < plus["Zd"] < 0.1 and minus["Zd"] < -0.1

factors = [1.0, 1e-2, 1e-4, 1e-6, 1e-8]
dilute = [diffusive_ion(Z, nbar * x, s) for x in factors]
for d in dilute:
    assert abs(Z - d["K_force"] - d["Zd"]) < 3e-3 and d["bound"] < d["Zd"] + 1e-4
assert all(b["Zd"] < a["Zd"] for a, b in zip(dilute, dilute[1:]))
assert dilute[-1]["Zd"] < 0.05


# ---- weak ion, any mean free path
def cloud_q(q, screen2=k2):
    return Z * np.exp(-q**2 * s**2 / 2) * screen2 / (q**2 + screen2)


def moment(power, screen2=k2, top=10 / s):
    return quad(lambda q: q**power * cloud_q(q, screen2) ** 2, 0, top,
                epsabs=0, epsrel=1e-10, limit=400)[0]


def K_weak(length, screen2=k2):
    val = quad(lambda q: q**2 * cloud_q(q, screen2) ** 2 * G(q * length),
               0, 10 / s, epsabs=0, epsrel=1e-10, limit=400)[0]
    return val / (6 * pi**2 * nbar)


def split(screen2=k2):
    wind = mfp * moment(3, screen2) / (36 * pi * nbar)
    corr = (pi**2 / 4 - 1) / 3 * moment(2, screen2) / (6 * pi**2 * nbar)
    return wind, corr


K_diff = K_weak(0.0)
K_second = (plus["K_force"] + minus["K_force"]) / 2 / 0.1**2
assert abs(K_second / K_diff - 1) < 5e-3

a_list = [0.3, 1.0, 5.0]
G_grid = [kinetic_G(a) for a in a_list]
for a, numeric in zip(a_list, G_grid):
    assert abs(numeric / G(a) - 1) < 5e-3

wind, corr = split()
K_total = K_weak(mfp)
big = 200 * mfp
K1, K2 = K_weak(big), K_weak(2 * big)
assert abs((K2 - K1) / 200 / wind - 1) < 1e-3
assert abs((2 * K1 - K2) / corr - 1) < 2e-2


# wind from the Born momentum-transfer cross-section, by angular quadrature
def transfer(theta):
    w = cloud_q(2 * kF * np.sin(theta / 2)) * pi**2 / kF
    return 2 * pi * np.sin(theta) * (1 - np.cos(theta)) * w**2 / (4 * pi**2)


wind_born = nbar * mfp * quad(transfer, 0, pi)[0]
wind_cut = mfp * moment(3, top=2 * kF) / (36 * pi * nbar)
assert abs(wind_born / wind_cut - 1) < 1e-6

# ---- sizes of neglected effects
exchange_share = 1 / (pi * kF)
wind_x, corr_x = split(k2 / (1 - exchange_share))
x = np.sqrt(moment(4) / moment(2)) / (2 * kF)
lindhard = 0.5 + (1 - x**2) / (4 * x) * np.log(abs((1 + x) / (1 - x)))
field = resistivity * current_density
heating = resistivity * current_density**2 * capillary_radius**2 / (4 * heat_cond)
spacing = (n_SI / valence) ** (-1 / 3)
force = field / 100                                       # eV/cm per unit valence

print("INPUTS (rough liquid-mercury values; soft model ion)")
print(f"mass density {mass_density/1e3:.1f} g/cm3, molar mass {molar_mass*1e3:.1f} g/mol")
print(f"electrons per atom {valence}, resistivity {resistivity*1e8:.0f} uohm cm")
print(f"current density {current_density/1e4:.0f} A/cm2, temperature {temperature:.0f} K")
print(f"ion charge {Z:.0f}, Gaussian width {width*1e9:.2f} nm")
print(f"capillary radius {capillary_radius*1e3:.1f} mm, heat cond. {heat_cond:.0f} W/(m K)")
print("DERIVED")
print(f"electron density {n_SI/1e6:.3e} cm^-3, Fermi energy {EF_eV:.2f} eV")
print(f"relaxation time {tau_SI*1e15:.3f} fs, mean free path {mfp*bohr*1e9:.3f} nm")
print(f"Thomas-Fermi screening length {bohr*1e9/np.sqrt(k2):.4f} nm")
print(f"electric field {field/100:.4f} V/cm")
print("DIFFUSIVE MODEL, same density, Z = 1 (charge numbers)")
print(f"electrons in cloud {ion['cloud']:.4f}")
print(f"K from force definition {ion['K_force']:.4f}, from energy {ion['K_energy']:.4f}")
print(f"Z - K from dipole formula {ion['Zd']:.4f}, lower bound {ion['bound']:.4f}")
print(f"ledger: friction {ion['friction']:.4f}, surface {ion['surface']:.4f}")
print(f"(Z-K)/Z at Z=+0.1: {plus['Zd']/0.1:.4f}, at Z=-0.1: {minus['Zd']/-0.1:.4f}")
print(f"K/Z^2 small Z: numeric {K_second:.4f}, formula {K_diff:.4f}")
print("TOWARDS A BOUND CLOUD: density factor, Z - K")
for fac, d in zip(factors, dilute):
    print(f"  {fac:.0e}  {d['Zd']:.4f}")
print("KINETIC FACTOR: q*l, G on momentum grid, G formula")
for a, numeric in zip(a_list, G_grid):
    print(f"  {a:.1f}  {numeric:.4f}  {G(a):.4f}")
print("WEAK-ION RESULT AT THE MERCURY MEAN FREE PATH (charge numbers)")
print(f"direct valence {Z-corr:.4f} (correction {-corr:.4f})")
print(f"wind valence {-wind:.4f}, remainder {-(K_total-wind-corr):.4f}")
print(f"total valence {Z-K_total:.4f}")
print(f"direct force {force*(Z-corr):.4f} eV/cm, wind force {-force*wind:.4f} eV/cm")
print(f"total force {force*(Z-K_total):.4f} eV/cm")
print("NEGLECTED EFFECTS")
print(f"exchange / kinetic stiffness {exchange_share:.3f}")
print(f"with exchange: direct {Z-corr_x:.4f}, wind {-wind_x:.4f}")
print(f"with exchange: total {Z-K_weak(mfp, k2/(1-exchange_share)):.4f}")
print(f"nonlinearity: K(Z=1) / quadratic K, diffusive {ion['K_force']/K_diff:.3f}")
print(f"peak cloud density / mean density {ion['peak']:.3f}")
print(f"rms q / 2kF {x:.3f}, Lindhard / Thomas-Fermi response there {lindhard:.3f}")
print(f"wind share beyond 2kF {1-wind_cut/wind:.4f}, 1/(kF l) {1/(kF*mfp):.3f}")
print(f"kT / Fermi energy {sc.k*temperature/sc.e/EF_eV:.5f}")
print(f"energy gained per free path / Fermi energy {field*mfp*bohr/EF_eV:.1e}")
print(f"Joule temperature rise on capillary axis {heating:.3f} K")
print(f"atomic spacing {spacing*1e9:.3f} nm (scatterers are discrete)")
print("OK")
```

Output:

```
INPUTS (rough liquid-mercury values; soft model ion)
mass density 13.5 g/cm3, molar mass 200.6 g/mol
electrons per atom 2, resistivity 95 uohm cm
current density 1000 A/cm2, temperature 293 K
ion charge 1, Gaussian width 0.08 nm
capillary radius 0.1 mm, heat cond. 8 W/(m K)
DERIVED
electron density 8.106e+22 cm^-3, Fermi energy 6.83 eV
relaxation time 0.461 fs, mean free path 0.714 nm
Thomas-Fermi screening length 0.0557 nm
electric field 0.0950 V/cm
DIFFUSIVE MODEL, same density, Z = 1 (charge numbers)
electrons in cloud 1.0000
K from force definition 0.0695, from energy 0.0695
Z - K from dipole formula 0.9305, lower bound 0.8239
ledger: friction 0.6203, surface 0.3102
(Z-K)/Z at Z=+0.1: 0.9923, at Z=-0.1: 1.0079
K/Z^2 small Z: numeric 0.0784, formula 0.0784
TOWARDS A BOUND CLOUD: density factor, Z - K
  1e+00  0.9305
  1e-02  0.4005
  1e-04  0.0712
  1e-06  0.0095
  1e-08  0.0011
KINETIC FACTOR: q*l, G on momentum grid, G formula
  0.3  1.0228  1.0235
  1.0  1.2197  1.2199
  5.0  3.1563  3.1559
WEAK-ION RESULT AT THE MERCURY MEAN FREE PATH (charge numbers)
direct valence 0.9617 (correction -0.0383)
wind valence -0.3263, remainder -0.0031
total valence 0.6323
direct force 0.0914 eV/cm, wind force -0.0310 eV/cm
total force 0.0601 eV/cm
NEGLECTED EFFECTS
exchange / kinetic stiffness 0.449
with exchange: direct 0.9491, wind -0.4670
with exchange: total 0.4784
nonlinearity: K(Z=1) / quadratic K, diffusive 0.887
peak cloud density / mean density 0.796
rms q / 2kF 0.455, Lindhard / Thomas-Fermi response there 0.928
wind share beyond 2kF 0.0121, 1/(kF l) 0.105
kT / Fermi energy 0.00370
energy gained per free path / Fermi energy 9.9e-10
Joule temperature rise on capillary axis 0.030 K
atomic spacing 0.291 nm (scatterers are discrete)
OK
```
